# Effective substrate polarizability and $C_6$ from $C_3$ coefficients of two probes, part 2

The vdW-surf scheme takes a substrate atom's $\alpha_s$ and $C_6^{ss}$ from the $C_3$ of two probe atoms $a,b$. Hartree atomic units and Gaussian electrostatics are used. The substrate fills $z<0$, with $n$ atoms per volume and a local, isotropic, passive $\varepsilon$. The image solution gives $g=(\varepsilon-1)/(\varepsilon+1)$. Without retardation or overlap,

$$E=-\frac{C_3}{z^3},\qquad C_3=\frac{1}{4\pi}\int_0^\infty\alpha(i\xi)\,g(i\xi)\,d\xi.\tag{2}$$

$$C_6^{ab}=\frac{3}{\pi}\int_0^\infty\alpha_a(i\xi)\,\alpha_b(i\xi)\,d\xi.\tag{3}$$

Pairwise summation, matched to (2), defines the effective atom:

$$C_3^{a}=\frac{\pi n}{6}\,C_6^{as}.\tag{4}$$

$$\alpha_s(i\xi)=\frac{g(i\xi)}{2\pi n}.\tag{5}$$

Until stated otherwise, probes are one-pole, $\alpha_a(i\xi)=\alpha_a/(1+\xi^2/\eta_a^2)$:

$$C_6^{ab}=\frac3\pi\,\alpha_a\alpha_b\,\eta_a^2\eta_b^2\,\frac{\pi}{2\eta_a\eta_b(\eta_a+\eta_b)}=\frac32\,\alpha_a\alpha_b\frac{\eta_a\eta_b}{\eta_a+\eta_b}=\frac32\,\frac{\alpha_a\alpha_b}{u_a+u_b},\qquad u\equiv\frac1\eta.\tag{6}$$

$$u_a=\frac{3\alpha_a^2}{4C_6^{aa}}.\tag{7}$$

$$C_6^{ab}=\frac{2C_6^{aa}C_6^{bb}}{(\alpha_b/\alpha_a)C_6^{aa}+(\alpha_a/\alpha_b)C_6^{bb}}.\tag{8}$$

With $t_s=1/\eta_s$ and $y_a=3\alpha_a/2C_6^{as}=\pi n\alpha_a/4C_3^a$, the two-probe fit is

$$y_a=\frac{u_a+t_s}{\alpha_s}.\tag{9}$$

$$\alpha_s=\frac{u_a-u_b}{y_a-y_b},\qquad t_s=\alpha_sy_a-u_a.\tag{10}$$

$$\frac1{C_6^{ss}}=\frac{\alpha_a}{\alpha_s}\left[\frac{2}{C_6^{as}}-\frac{\alpha_a}{\alpha_sC_6^{aa}}\right],\qquad\eta_s=\frac{4C_6^{ss}}{3\alpha_s^2}.\tag{12}$$

In general $g(i\xi)/2\pi n=\sum_kA_k\omega_k^2/(\omega_k^2+\xi^2)$, $A_k\ge0$, $t_k=1/\omega_k$; for continuous spectra $dA={\rm Im}\,g\,d\omega/(\pi^2n\,\omega)$. Then $y_a=1/F(u_a)$, with

$$F(u)=\sum_k\frac{A_k}{u+t_k}.\tag{13}$$

With $w_k=A_k/[(u_a+t_k)(u_b+t_k)]$, $W=\sum_kw_k$ and $\delta_k=t_k-t_s$,

$$t_s=\frac1W\sum_kw_kt_k\equiv\langle t\rangle_w.\tag{14}$$

$$\frac{g(0)}{2\pi n}-\alpha_s=\sum_kw_k\delta_k^2=W\,{\rm Var}_w(t).\tag{15}$$

Very soft probes ($u\to\infty$) recover the static value. For an undamped Drude metal, $g$ has one pole and any one-pole pair gives $\alpha_s=1/2\pi n$.

The program's output also covers earlier checks: a lattice sum (layer spacing $d$, distance $Z$ from a plane $d/2$ above the top layer), a mode sum testing (2), and a Clausius–Mossotti solid of atoms with static polarizability $\alpha_0$ and pole $\eta_0$, where $c=2\pi n\alpha_0/3$. The radius is a separate prescription, $R_s=(\alpha_s/\alpha_{\rm free})^{1/3}R_{\rm free}$.

**Q.** The parameters will be used for atoms other than the probes. What error do those atoms see?

**A.** For a one-pole adsorbate with inverse frequency $u$ the error is known in closed form. Start from the identity

$$\frac1{u+t}=\frac{u_a+u_b+t-u}{(u_a+t)(u_b+t)}+\frac{(u-u_a)(u-u_b)}{(u+t)(u_a+t)(u_b+t)},$$

which holds because $(u+t)(u_a+u_b+t-u)+(u-u_a)(u-u_b)=t^2+t(u_a+u_b)+u_au_b=(u_a+t)(u_b+t)$. Consider

$$h(u)=(u+t_s)F(u)-\alpha_s=\sum_kA_k\left[1+\frac{t_s-t_k}{u+t_k}\right]-\alpha_s.$$

Inserting the identity splits $h$ into a function linear in $u$ and the term $(u-u_a)(u-u_b)\sum_kw_k(t_s-t_k)/(u+t_k)$. Both $h$ and this term vanish at $u_a$ and $u_b$, so the linear part vanishes at two points and is zero. Because $\sum_kw_k(t_s-t_k)=0$, we may subtract $1/(u+t_s)$ from $1/(u+t_k)$ inside the sum, and $1/(u+t_k)-1/(u+t_s)=(t_s-t_k)/[(u+t_k)(u+t_s)]$. Dividing by $u+t_s$,

$$F(u)-\frac{\alpha_s}{u+t_s}=\frac{(u-u_a)(u-u_b)}{(u+t_s)^2}\sum_k\frac{w_k(t_k-t_s)^2}{u+t_k}.\tag{16}$$

The sum is non-negative, so the sign is that of $(u-u_a)(u-u_b)$. Since $C_3=(\pi n/6)(\tfrac32\alpha F)=\tfrac{\pi n}{4}\alpha F$, the fitted parameters overestimate $C_3$ for an atom whose pole lies between those of the probes and underestimate it for one outside. The program asserts the bounds $0<\alpha_s\le g(0)/2\pi n$, $\eta_s>0$ and both signs on forty random three-oscillator substrates, working from $\varepsilon$ with no pole decomposition.

**Q.** Show me a case with numbers, and one where the substrate is not one-pole.

**A.** The probes are computed atoms. Hydrogen comes from diagonalizing the one-electron Hamiltonian in even-tempered Gaussians, and its polarizability is tested against the analytic $9/2$. Helium and beryllium come from time-dependent Hartree–Fock in even-tempered $s,p$ Gaussians, with the static values tested against finite-field energies in the same basis. I carry five to seven digits because (10) takes differences; they belong to this level of theory and this model. A larger even-tempered basis leaves the helium entries unchanged in the digits shown, but moves the beryllium $\alpha_a$ by $0.01$ bohr$^3$, $C_6^{aa}$ by $0.07$ Ha bohr$^6$, $u_a$ by $0.001$ Ha$^{-1}$ and $C_3$ by $6\times10^{-5}$ Ha bohr$^3$; the fitted $\alpha_s$ then changes by about $10^{-4}$ bohr$^3$. Hartree–Fock also omits electron correlation, so the He and Be rows are not reference data for these atoms. Two-electron configuration interaction (frozen core for Be) gives about $1.38$ bohr$^3$ and $1.46$ Ha bohr$^6$ for He, and $37.7$ bohr$^3$ and $214$ Ha bohr$^6$ for Be. Because the size of a probe cancels from $y$, such probes change the fit below only slightly, for He/Be from $\alpha_s=14.29$ to $14.22$ bohr$^3$.

| probe | $\alpha_a$ (bohr$^3$) | $C_6^{aa}$ (Ha bohr$^6$) | $\eta_a$ (Ha) | $u_a$ (Ha$^{-1}$) |
|---|---|---|---|---|
| He | 1.3222 | 1.3756 | 1.04911 | 0.95319 |
| H | 4.5000 | 6.4990 | 0.42792 | 2.33689 |
| Be | 45.6169 | 282.4990 | 0.18101 | 5.52454 |

For helium, as an instance of (7), $\eta=4\times1.3756/(3\times1.3222^2)=1.0491$ Ha.

The substrate has round model parameters: $n=0.01$ bohr$^{-3}$ and $\varepsilon(i\xi)=1+\omega_p^2/\xi^2+\Omega_1^2/(\omega_1^2+\xi^2)$ with $\omega_p=0.35$, $\omega_1=0.50$ and $\Omega_1=0.80$ Ha. With $s=\xi^2$, multiplying $\varepsilon-1$ and $\varepsilon+1$ by $s(s+\omega_1^2)$ gives $g=N(s)/D(s)$, where $N=(\omega_p^2+\Omega_1^2)s+\omega_p^2\omega_1^2$ and $D=2s^2+(2\omega_1^2+\omega_p^2+\Omega_1^2)s+\omega_p^2\omega_1^2$. The roots of $D$ are $s=-\omega_k^2$, and the residues give $g_k=N/(D'\omega_k^2)$ at each root. The poles are $\omega=0.15896$ and $0.77845$ Ha, with $g_k=0.38699$ and $0.61301$, which add up to $g(0)=1$. Then $A_k=g_k/2\pi n=6.1592$ and $9.7563$ bohr$^3$, and $t_k=6.29081$ and $1.28461$ Ha$^{-1}$.

Quadrature of (2) gives $C_3=0.054105$, $0.120445$ and $0.700108$ Ha bohr$^3$ for He, H and Be, that is $0.218$, $0.486$ and $2.823$ eV Å$^3$. From (4), $C_6^{as}=6\times0.054105/(0.01\pi)=10.333$ Ha bohr$^6$ for He, and $23.003$ and $133.711$ for H and Be. The ordinates are $y=0.191937$, $0.293437$ and $0.511741$ Ha$^{-1}$ bohr$^{-3}$. Equation (13) agrees: for He, $F=6.1592/7.24400+9.7563/2.23780=5.2100$, and $1/5.2100=0.19194$.

For the pair He/Be, (10) and (12) give

$$\alpha_s=\frac{5.52454-0.95319}{0.511741-0.191937}=\frac{4.57135}{0.319804}=14.2942\ \text{bohr}^3,$$

$$t_s=14.2942\times0.191937-0.95319=1.7904\ \text{Ha}^{-1},\qquad\eta_s=0.5585\ \text{Ha},$$

$$C_6^{ss}=0.75\times14.2942^2/1.7904=85.59\ \text{Ha bohr}^6.$$

In other units $\alpha_s=2.118$ Å$^3$, $\eta_s=15.20$ eV and $C_6^{ss}=51.1$ eV Å$^6$.

The weights are $w_1=6.1592/(7.24400\times11.81535)=0.07196$ and $w_2=0.64029$ Ha$^2$ bohr$^3$, so $W=0.71225$. Equation (14) gives $(0.07196\times6.29081+0.64029\times1.28461)/0.71225=1.7904$, the same $t_s$. The variance is $2.2763$ Ha$^{-2}$, so $W\,{\rm Var}=1.6213$ bohr$^3$, equal to $15.9155-14.2942$. The fitted $\alpha_s$ lies 10% below the static value $1/2\pi n$. The soft pole holds 39% of the static response and only about a tenth of the weight $W$, because its large $t_k$ appears twice in the denominator of $w_k$.

Hydrogen lies between the probes. Its predicted coefficient is $(0.01\pi/4)\times4.5000\times14.2942/(2.33689+1.79040)=0.122405$ Ha bohr$^3$, which is 1.63% above the directly computed $0.120445$, with the sign that (16) requires.

**Q.** And the other two pairs?

**A.** They give different parameters for the same substrate.

| pair | $\alpha_s$ (bohr$^3$) | $\eta_s$ (Ha) | $C_6^{ss}$ (Ha bohr$^6$) | third probe |
|---|---|---|---|---|
| He/Be | 14.29 | 0.559 | 85.6 | H, $+1.63\%$ |
| He/H | 13.63 | 0.601 | 83.8 | Be, $-2.94\%$ |
| H/Be | 14.60 | 0.513 | 82.1 | He, $-3.39\%$ |

The last column is the error of the predicted $C_3$ relative to the value computed from (2) with the one-pole probe. Both extrapolations underestimate. The deficits $W\,{\rm Var}$ are $1.62$, $2.28$ and $1.31$ bohr$^3$. The program asserts (14), (15) and (16) for each pair. Model probes with $\eta=0.01$ and $0.02$ Ha give $\alpha_s=15.8988$ bohr$^3$, 0.1% below the static $15.9155$, as the soft-probe limit implies.

A continuous spectrum behaves in the same way. For a damped Drude metal with $\varepsilon=1+2\omega_s^2/[\xi(\xi+\gamma)]$, $\omega_s=0.25$ Ha, $\gamma=0.05$ Ha and the same $n$, the pair He/Be gives $\alpha_s=15.18$ bohr$^3$ and $\eta_s=0.2442$ Ha, and (14) and (15) are asserted there with integrals over ${\rm Im}\,g$. Damping alone is thus enough to end the probe independence of the undamped Drude case.

**Q.** Since $\alpha_s$ is always too small and enters $C_6^{ss}$ squared, I expect $C_6^{ss}$ to be too small as well, and by more.

**A.** The numbers say otherwise. The natural reference is (3) applied to the full function (5), which gives $83.89$ Ha bohr$^6$ for this substrate. Relative to it the three fitted values are off by $+2.0\%$, $-0.1\%$ and $-2.1\%$, so the error has no fixed sign. Equation (16) explains the pattern. Let $R(u)=\alpha_s/(u+t_s)$. By (6) the reference is $\tfrac32\sum_{k,l}A_kA_l/(t_k+t_l)=\tfrac32\sum_kA_kF(t_k)$, and the fitted value is $\tfrac32\alpha_s^2/2t_s=\tfrac32\alpha_sR(t_s)$. The mixed sum can be read in two ways, $\sum_kA_kR(t_k)=\alpha_s\sum_kA_k/(t_k+t_s)=\alpha_sF(t_s)$. Adding and subtracting it,

$$C_6^{\rm ref}-C_6^{ss}=\tfrac32\sum_kA_k\,[F(t_k)-R(t_k)]+\tfrac32\alpha_s\,[F(t_s)-R(t_s)].$$

Each bracket is a third-probe error (16), taken at $u=t_k$ or $u=t_s$. For H/Be the interval is $2.34$ to $5.52$ Ha$^{-1}$, and $t_1=6.29$, $t_2=1.28$ and $t_s=1.95$ all lie outside it, so every bracket is positive and the fit must be low. For He/Be and He/H, $t_2$ and $t_s$ lie inside the interval and $t_1$ outside, so the brackets have opposite signs. The near agreement for He/H is a cancellation between them and does not single that pair out as better, since it underestimates $C_3$ of Be by 2.94%.

**Q.** Real atoms are not one-pole. If $C_3$ is computed with the full $\alpha(i\xi)$ while the rule (8) keeps one pole, how much damage is done?

**A.** Let $C_3^a$ change by a relative amount $\epsilon_a$. Since $y_a\propto1/C_3^a$, $\delta y_a=-\epsilon_ay_a$ to first order, and $\ln\alpha_s={\rm const}-\ln(y_a-y_b)$ gives $\delta\ln\alpha_s=\epsilon_ay_a/(y_a-y_b)$. By (9), which holds at both probes,

$$\kappa_a\equiv\frac{\partial\ln\alpha_s}{\partial\ln C_3^a}=\frac{u_a+t_s}{u_a-u_b},\qquad\kappa_a+\kappa_b=1.\tag{17}$$

The sum rule says that a common relative error in both $C_3$ passes unamplified into $\alpha_s$. In general $\delta\ln\alpha_s=\epsilon_b+\kappa_a(\epsilon_a-\epsilon_b)$. The factor of the softer probe (larger $u$) exceeds one, because its numerator exceeds its denominator by $t_s$ plus the smaller $u$. By the sum rule the factor of the harder probe is then negative, and it may be smaller than one in size. Both grow without limit as $\eta_a\to\eta_b$. The program tests (17) by finite differences. For He/Be, $\kappa_{\rm He}=(0.95319+1.79040)/(0.95319-5.52454)=-0.6002$ and $\kappa_{\rm Be}=1.6002$. For He/H the factors are $-1.8910$ and $2.8910$, and for H/Be they are $-1.3442$ and $2.3442$. Of these three pairs the widest, He/Be, is the best conditioned.

With the full spectra, $C_3$ changes by $-0.349\%$, $+0.334\%$ and $+0.864\%$ for He, H and Be relative to the one-pole values. For He/Be, (17) predicts $0.6002\times0.349+1.6002\times0.864=1.59\%$, and the repeated inversion moves $\alpha_s$ from $14.2942$ to $14.5239$ bohr$^3$, or $1.61\%$. For He/H, two errors of about a third of a percent with opposite signs add up to $1.8910\times0.349+2.8910\times0.334=1.63\%$, against an actual shift from $13.6326$ to $13.8578$ bohr$^3$, or $1.65\%$. For H/Be the value moves from $14.6019$ to $14.8334$ bohr$^3$. In all three cases $\eta_s$ falls, to $0.542$, $0.583$ and $0.500$ Ha, and $C_6^{ss}$ rises by less than half a percent, to $85.8$, $83.9$ and $82.5$ Ha bohr$^6$. The shifted $\alpha_s$ remain below $1/2\pi n$ here, but (14) to (16) were derived for one-pole probes and do not guarantee this for real atoms. On the undamped Drude metal one-pole probes give exactly $1/2\pi n$, so any upward shift of $\alpha_s$ breaks the bound. With nearly equal $\eta_a$ and $\eta_b$ the amplification in (17) also removes any guarantee of a positive $\eta_s$.

**Q.** Suppose the probes are well separated and bracket the adsorbate atoms. Where does the construction still fail?

**A.** The interpolation error (16) remains for bracketed atoms unless the substrate is one-pole, and for real atoms the one-pole form of rule (8) can leave an error even then. Apart from these errors, the construction fails wherever (2) or the geometry behind (4) fails. The matching fixes the $z^{-3}$ coefficient only. Nearer the surface, the position of the reference plane, higher multipoles of the adsorbate, nonlocal response of the solid and density overlap all enter, and none of them was matched. At distances comparable to $c/\omega$ the non-retarded coupling behind both (2) and (3) no longer applies. The image solution assumed an isotropic $\varepsilon$ and has to be rederived for an anisotropic substrate.

The parameters also belong to the half-space. Take a film of thickness $\ell$ at distance $z$ from the probe, thin enough that $\varepsilon\ell\ll z$. Under this condition the field produced by the film's own in-plane polarization is negligible. The weaker condition $\ell\ll z$ does not suffice when $\varepsilon$ is large, as it is for a metal at small $\xi$. A field along the film is continuous across its faces and then equals the external field, so the polarization per unit external field is $(\varepsilon-1)/4\pi$. For a normal field the displacement is continuous, the internal field is reduced by $1/\varepsilon$, and the polarization is $(1-1/\varepsilon)/4\pi$. The pairwise model assigns $n\alpha_s=g/2\pi$ to both directions. The three expressions agree to first order in $\varepsilon-1$ and differ beyond it, so parameters fitted to a half-space carry no guarantee for thin films of a strongly screening material. Likewise, $C_6^{ss}$ serves in (8) as the carrier of $\eta_s$ for adsorbate–substrate pairs, and nothing in its derivation makes it the coefficient of an interaction between two atoms inside the solid.

## Computed results

```
half-space integral*Z^3 = 0.523599, pi/6 = 0.523599
lattice/continuum at Z=6d: 0.98637; 1-d^2/2Z^2 = 0.98611
He: alpha=1.3222 bohr^3, C6=1.3756 Ha bohr^6, eta=1.04911 Ha, u=0.95319 1/Ha
H: alpha=4.5000 bohr^3, C6=6.4990 Ha bohr^6, eta=0.42792 Ha, u=2.33689 1/Ha
Be: alpha=45.6169 bohr^3, C6=282.4990 Ha bohr^6, eta=0.18101 Ha, u=5.52454 1/Ha
n=0.01 bohr^-3; 1/(2 pi n)=15.9155 bohr^3
Drude wp=0.35 Ha: alpha_s=15.9155 bohr^3, eta_s=0.24749 Ha, C6ss=47.017 Ha bohr^6
Clausius-Mossotti alpha0=12.0 bohr^3, eta0=0.3 Ha, c=0.25133, C6free=32.400 Ha bohr^6
  alpha_s=9.5898 bohr^3, eta_s=0.33559 Ha, C6ss=23.147 Ha bohr^6
  C6ss/C6free=0.71440, R_s/R_free=0.92799
substrate: wp=0.35, w1=0.5, Omega1=0.8 Ha
pole 1: w=0.15896 Ha, g_k=0.38699, A=6.1592 bohr^3, t=6.29081 1/Ha
pole 2: w=0.77845 Ha, g_k=0.61301, A=9.7563 bohr^3, t=1.28461 1/Ha
He: C3=0.054105 Ha bohr^3 (0.21817 eV A^3), C6as=10.3333 Ha bohr^6, y=0.191937 1/(Ha bohr^3)
He: full-spectrum C3=0.053916 Ha bohr^3, change -0.349 %
H: C3=0.120445 Ha bohr^3 (0.48567 eV A^3), C6as=23.0032 Ha bohr^6, y=0.293437 1/(Ha bohr^3)
H: full-spectrum C3=0.120847 Ha bohr^3, change +0.334 %
Be: C3=0.700108 Ha bohr^3 (2.82305 eV A^3), C6as=133.7108 Ha bohr^6, y=0.511741 1/(Ha bohr^3)
Be: full-spectrum C3=0.706160 Ha bohr^3, change +0.864 %
H mode sum at z=30.0 bohr: -E z^3=0.120446 Ha bohr^3
pair He/Be: alpha_s=14.2942 bohr^3, eta_s=0.55853 Ha, t_s=1.79040 1/Ha, C6ss=85.592 Ha bohr^6
  w=(0.07196,0.64029) Ha^2 bohr^3, Var=2.2763 Ha^-2, W*Var=1.6213 bohr^3
  kappa_He=-0.6002, kappa_Be=1.6002; C3(H) predicted=0.122405 Ha bohr^3, error +1.627 %
  full-spectrum C3: alpha_s=14.5239 bohr^3, eta_s=0.54222 Ha, C6ss=85.784 Ha bohr^6
  main: alpha_s=2.1182 A^3, eta_s=15.198 eV, C6ss=51.143 eV A^6
pair He/H: alpha_s=13.6326 bohr^3, eta_s=0.60118 Ha, t_s=1.66341 1/Ha, C6ss=83.795 Ha bohr^6
  w=(0.09855,1.20387) Ha^2 bohr^3, Var=1.7529 Ha^-2, W*Var=2.2829 bohr^3
  kappa_He=-1.8910, kappa_H=2.8910; C3(Be) predicted=0.679498 Ha bohr^3, error -2.944 %
  full-spectrum C3: alpha_s=13.8578 bohr^3, eta_s=0.58277 Ha, C6ss=83.935 Ha bohr^6
pair H/Be: alpha_s=14.6019 bohr^3, eta_s=0.51339 Ha, t_s=1.94784 1/Ha, C6ss=82.097 Ha bohr^6
  w=(0.06042,0.39564) Ha^2 bohr^3, Var=2.8804 Ha^-2, W*Var=1.3136 bohr^3
  kappa_H=-1.3442, kappa_Be=2.3442; C3(He) predicted=0.052270 Ha bohr^3, error -3.391 %
  full-spectrum C3: alpha_s=14.8334 bohr^3, eta_s=0.49968 Ha, C6ss=82.459 Ha bohr^6
Casimir-Polder C6ss of g/(2 pi n) = 83.893 Ha bohr^6
soft probes eta=0.01,0.02 Ha: alpha_s=15.8988 bohr^3
damped Drude ws=0.25, gamma=0.05 Ha (He/Be): alpha_s=15.1811 bohr^3, eta_s=0.24423 Ha
```
